\section*{The localized orbital scaling correction to exchange-only LSDA for stretched H$_2^+$, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Setting of the problem}

A single electron is shared by two protons $A$ and $B$ a distance $R$ apart. Hartree atomic units are used (energy unit $E_h$, length unit bohr), orbitals are real, and only one spin channel is occupied. The parent functional is the exchange-only local spin-density approximation (LSDA). For the one-particle density matrix $\gamma(\mathbf r,\mathbf r')=\sum_m n_m\psi_m(\mathbf r)\psi_m(\mathbf r')$ with density $\rho(\mathbf r)=\gamma(\mathbf r,\mathbf r)$,
\begin{equation}
E[\gamma]=\sum_m n_m\langle\psi_m|\hat h_0|\psi_m\rangle+\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}-C_x\int\rho^{4/3}+V_{nn},
\qquad C_x=\frac34\Big(\frac6\pi\Big)^{1/3},
\label{eq:parent}
\end{equation}
where $\hat h_0$ is the kinetic plus nuclear-attraction operator and $V_{nn}=1/R$. The canonical orbitals $\psi_m$ are eigenfunctions of the Kohn--Sham operator $\hat h$ of \eqref{eq:parent}, with eigenvalues $\varepsilon_m$. Occupations may be fractional. Because $E$ is stationary with respect to normalised orbital variations, $dE/dn_m=\varepsilon_m$ (Janak's theorem).

The localized orbital scaling correction (LOSC) adds a term $\Delta E$ to \eqref{eq:parent}. It is written in a second orthonormal set $\phi_i$, the orbitalets, which is an orthogonal mixture of occupied and virtual canonical orbitals from a chosen window:
\begin{equation}
\psi_m=\sum_i U_{im}\phi_i,\qquad
\lambda_{ij}=\langle\phi_i|\gamma|\phi_j\rangle=\sum_m n_mU_{im}U_{jm}.
\label{eq:lambda}
\end{equation}
The symmetric matrix $\lambda$ is the local occupation matrix. With $\rho_i=\phi_i^2$ define
\begin{equation}
J_{ij}=\iint\frac{\rho_i(\mathbf r)\rho_j(\mathbf r')}{|\mathbf r-\mathbf r'|},\qquad X_{ij}=\int\rho_i^{2/3}\rho_j^{2/3}.
\end{equation}
The correction is evaluated on the converged orbitals of the parent (post-SCF). LOSC is a construction guided by exact conditions in limiting cases, not a theorem, and each part states which condition or choice is used. Unless another basis is named, numbers refer to the cc-pVTZ basis and come from the numerical check. Six digits are kept so that the arithmetic can be followed; they are not basis-set limits. For neutral hydrogen the limit values are $E_1=-0.45708$, $\varepsilon=-0.24693$, $J=0.58912$ and $\kappa=0.38015\,E_h$, which differ from the cc-pVTZ values by $0.0004$, $0.0018$, $0.0037$ and $0.0026\,E_h$; for the half-occupied atom the energy, eigenvalue, $J$ and $\kappa$ shift by at most $5\times10^{-4}E_h$.

\section*{(a) One orbital with fractional occupation}

An orbital $\phi$ of an isolated atom is held fixed and given occupation $0\le n\le1$. The exact energy of an open system is linear in $n$ between integers. Find the deviation of \eqref{eq:parent} from linearity, cancel it as far as possible with a term proportional to $n(1-n)$, and fix the free constant by exactness at $n=\frac12$. Evaluate for hydrogen.

\paragraph{Solution.} With $\rho=n\phi^2$, $h=\langle\phi|\hat h_0|\phi\rangle$, $J=J_{11}$ and $X=X_{11}=\int\rho_1^{4/3}$, the three terms scale as $n$, $n^2$ and $n^{4/3}$:
\begin{equation}
E_n[\phi]=nh+\tfrac12n^2J-C_xXn^{4/3}.
\label{eq:En}
\end{equation}
Subtracting the straight line $nE_1[\phi]=nh+\frac12nJ-nC_xX$ removes $h$:
\begin{equation}
E_n-nE_1=-\tfrac12J\,n(1-n)+C_xX\,(n-n^{4/3}).
\end{equation}
The Hartree part is exactly quadratic and is cancelled by $+\frac12Jn(1-n)$. The exchange part vanishes at both integers but is not quadratic; it is approximated by $\frac{\tau}{3}C_xX\,n(1-n)$ with a constant $\tau$. The correction is therefore
\begin{equation}
\Delta E=\tfrac12\kappa\,n(1-n),\qquad \kappa=J-\frac{2\tau C_x}{3}X,
\label{eq:gsc}
\end{equation}
and it leaves the remainder
\begin{equation}
r(n)=E_n+\Delta E-nE_1=C_xX\Big[n-n^{4/3}-\frac\tau3n(1-n)\Big].
\label{eq:rem}
\end{equation}
Setting $r(\frac12)=0$ gives $\frac12-2^{-4/3}=\tau/12$. Since $2^{-4/3}=\frac12\,2^{-1/3}$,
\begin{equation}
\tau=6\,(1-2^{-1/3})=1.237797 .
\label{eq:tau}
\end{equation}
A single constant cannot remove $r$ everywhere. Its slope is $r'(n)=C_xX[1-\frac43n^{1/3}-\frac\tau3(1-2n)]$, so $r'(1)=C_xX(\tau-1)/3$. The value $\tau=1$ would make the slope at $n=1$ exact instead of the midpoint energy.

For the self-consistent orbital $\phi_1$ of neutral hydrogen, $J=0.592863$ and $C_xX=0.254640\,E_h$, so
\begin{equation}
\kappa=0.592863-0.825198\times0.254640=0.382735\,E_h .
\end{equation}
At $n=\frac14$ the bracket in \eqref{eq:rem} is $0.25-0.157490-0.077362=0.015148$, and $r=0.003857\,E_h$. The program obtains $r(\frac12)=0$ and this $r(\frac14)$ from the energy of the scaled density matrix evaluated directly. At $n=1$ the energy is unchanged, while the slope changes by $\partial\Delta E/\partial n=\kappa(\frac12-n)=-\kappa/2$. The eigenvalue moves from $-0.245129$ to $-0.436496\,E_h$. A linear $E(n)$ would have slope $E_1=-0.456680\,E_h$; the difference, $0.020184\,E_h$, is $r'(1)=0.254640\times0.079266$.

\section*{(b) Several orbitalets}

Let the orbitalets be non-overlapping, $\phi_i(\mathbf r)\phi_j(\mathbf r)\approx0$ for $i\ne j$. Express the Hartree, LSDA exchange and exact exchange energies through $\lambda$. Construct $\Delta E$ from two requirements: linearity in each $\lambda_{ii}$ on a site, and the exact exchange between sites.

\paragraph{Solution.} From \eqref{eq:lambda}, $\gamma(\mathbf r,\mathbf r')=\sum_{ij}\lambda_{ij}\phi_i(\mathbf r)\phi_j(\mathbf r')$. On the diagonal $\mathbf r=\mathbf r'$ the products with $i\neq j$ vanish, so $\rho=\sum_i\lambda_{ii}\rho_i$. At each point only one term of this sum is present, which lets the power $4/3$ act term by term:
\begin{equation}
E_H=\tfrac12\sum_{ij}\lambda_{ii}\lambda_{jj}J_{ij},\qquad E_x^{\rm LSDA}=-C_x\sum_i\lambda_{ii}^{4/3}X_{ii}.
\label{eq:HX}
\end{equation}
Exact (Fock) exchange is $-\frac12\iint\gamma(\mathbf r,\mathbf r')^2/|\mathbf r-\mathbf r'|$. In
$\gamma^2=\sum_{ijkl}\lambda_{ij}\lambda_{kl}\,\phi_i(\mathbf r)\phi_k(\mathbf r)\,\phi_j(\mathbf r')\phi_l(\mathbf r')$
only $k=i$, $l=j$ survive, and
\begin{equation}
E_x^{\rm exact}=-\tfrac12\sum_{ij}\lambda_{ij}^2J_{ij}.
\label{eq:Xex}
\end{equation}
The program tests \eqref{eq:HX} and \eqref{eq:Xex} against the full integrals, for two hydrogen orbitals 20 bohr apart and a non-idempotent $\lambda$.

The on-site terms of \eqref{eq:HX} are those of \eqref{eq:En} with $n=\lambda_{ii}$, so the first requirement gives $\frac12\kappa_{ii}\lambda_{ii}(1-\lambda_{ii})$ for each $i$. For a frozen orbitalet this restores, up to the remainder $r(\lambda_{ii})$ of \eqref{eq:rem}, the straight line between the parent's own integer energies; it does not improve those energies. Between sites, LSDA exchange contains no $\lambda_{i\ne j}$ at all, whereas \eqref{eq:Xex} contains $-\frac12\lambda_{ij}^2J_{ij}$ for each ordered pair. The second requirement adds this missing term. Its role is visible for one electron in $\psi=\sum_ic_i\phi_i$: then $\lambda_{ij}=c_ic_j$, $\lambda_{ii}\lambda_{jj}=\lambda_{ij}^2$, and it cancels the repulsion between the pieces of the electron on different sites. Since $X_{ij}\approx0$ without overlap, $J_{ij}$ may be replaced by $\kappa_{ij}$, and both kinds of term take one form:
\begin{equation}
\Delta E=\tfrac12\sum_{ij}\kappa_{ij}\lambda_{ij}(\delta_{ij}-\lambda_{ij}),\qquad
\kappa_{ij}=J_{ij}-\frac{2\tau C_x}{3}X_{ij}.
\label{eq:losc}
\end{equation}
Using \eqref{eq:losc} for overlapping orbitalets is an extrapolation. The term $X_{i\neq j}$ is a choice made for that regime: it makes $\kappa_{ij}\to\kappa_{ii}$ when $\rho_j\to\rho_i$.

\section*{(c) When the correction switches off}

Evaluate \eqref{eq:losc} for uniform curvature $\kappa_{ij}=\kappa$, and for integer occupations $n_m\in\{0,1\}$.

\paragraph{Solution.} For uniform curvature, $\sum_{ij}\lambda_{ij}\delta_{ij}=\operatorname{tr}\lambda$ and, by symmetry of $\lambda$, $\sum_{ij}\lambda_{ij}^2=\operatorname{tr}\lambda^2$. The eigenvalues of $\lambda=U\,{\rm diag}(n_m)\,U^T$ are the $n_m$, so
\begin{equation}
\Delta E=\tfrac12\kappa\operatorname{tr}(\lambda-\lambda^2)=\tfrac12\kappa\sum_mn_m(1-n_m),
\end{equation}
which is independent of $U$ and vanishes for integer $n_m$.

For integer occupations and $U$ orthogonal, $\lambda^2=\lambda$. The diagonal of this relation reads $\lambda_{ii}-\lambda_{ii}^2=\sum_{j\ne i}\lambda_{ij}^2$. Inserting it in the diagonal part of \eqref{eq:losc},
\begin{equation}
\Delta E=\tfrac12\sum_{i\ne j}\lambda_{ij}^2(\kappa_{ii}-\kappa_{ij})
=\tfrac14\sum_{i\ne j}\lambda_{ij}^2(\kappa_{ii}+\kappa_{jj}-2\kappa_{ij}),
\label{eq:pair}
\end{equation}
where the second form is the average of the first with its copy under $i\leftrightarrow j$. With integer occupations $n_m\in\{0,1\}$ (an integer total with fractional $n_m$ is not enough) the correction thus needs two things at once: an electron shared between orbitalets ($\lambda_{ij}\neq0$) and orbitalets with different densities. It vanishes when the orbitalets are the canonical orbitals, for then $\lambda$ is diagonal. The bracket equals the Coulomb self-energy integral of $\rho_i-\rho_j$ minus $\frac{2\tau C_x}{3}\int(\rho_i^{2/3}-\rho_j^{2/3})^2$, a difference of two non-negative terms, so this argument does not fix its sign. The program tests both identities on random matrices and confirms that \eqref{eq:pair} fails for fractional $n_m$.

\section*{(d) Orbital-energy shifts}

Find the change $\Delta\varepsilon_m=\partial\Delta E/\partial n_m$ with canonical orbitals and orbitalets frozen, and state what a relaxed derivative adds.

\paragraph{Solution.} At fixed $\phi_i$ the curvatures are constants. Differentiating $\lambda_{ij}\delta_{ij}-\lambda_{ij}^2$ gives $(\delta_{ij}-2\lambda_{ij})\,\delta\lambda_{ij}$, so
\begin{equation}
\delta\Delta E=\sum_{ij}\kappa_{ij}\big(\tfrac12\delta_{ij}-\lambda_{ij}\big)\delta\lambda_{ij}
=\operatorname{tr}(\Delta\hat h\,\delta\gamma),\qquad
\Delta\hat h=\sum_{ij}\kappa_{ij}\big(\tfrac12\delta_{ij}-\lambda_{ij}\big)|\phi_i\rangle\langle\phi_j|,
\end{equation}
using $\delta\lambda_{ij}=\langle\phi_i|\delta\gamma|\phi_j\rangle$ and the symmetry of $\kappa$ and $\lambda$. For a change of $n_m$ alone, \eqref{eq:lambda} gives $\partial\lambda_{ij}/\partial n_m=U_{im}U_{jm}$. Separating diagonal from off-diagonal terms,
\begin{equation}
\Delta\varepsilon_m=\langle\psi_m|\Delta\hat h|\psi_m\rangle
=\sum_i\kappa_{ii}\big(\tfrac12-\lambda_{ii}\big)U_{im}^2-\sum_{i\ne j}\kappa_{ij}\lambda_{ij}U_{im}U_{jm}.
\label{eq:shift}
\end{equation}
Reversing the sign of one orbitalet reverses $\lambda_{ij}$ and $U_{im}$ together, so the shift does not depend on phases. For $U=1$ and integer occupations, \eqref{eq:shift} lowers occupied levels by $\kappa_{mm}/2$ and raises virtual ones by $\kappa_{mm}/2$, although $\Delta E=0$. The program checks \eqref{eq:shift} against finite differences of \eqref{eq:losc}.

When $n_m$ changes and the parent's equations are solved again, $E$ still obeys Janak's theorem, but $\Delta E$ is not stationary with respect to the orbitals. The chain rule gives
\begin{equation}
\frac{d(E+\Delta E)}{dn_m}=\varepsilon_m+\Delta\varepsilon_m+\tfrac12\sum_{ij}\frac{d\kappa_{ij}}{dn_m}\lambda_{ij}(\delta_{ij}-\lambda_{ij})+\sum_{ik}\frac{\partial\Delta E}{\partial U_{ik}}\frac{dU_{ik}}{dn_m}.
\label{eq:relaxed}
\end{equation}
The corrected level $\varepsilon_m+\Delta\varepsilon_m$ is the slope of the corrected energy only when the last two terms sum to zero.

\section*{(e) Orbitalets of H$_2^+$}

The orbitalets minimise $F=\sum_i[\Delta r_i^2+w\,\Delta h_i^2]$, where $\Delta r_i^2=\langle r^2\rangle_i-|\langle\mathbf r\rangle_i|^2$, $\Delta h_i^2=\langle\hat h^2\rangle_i-\langle\hat h\rangle_i^2$ and $w>0$ is a weight. Assume that the window holds only the lowest $\sigma_g$ and $\sigma_u$ orbitals, $g$ and $u$, of the inversion-symmetric solution, with $n_g=1$, $n_u=0$. Find the orbitalets as a function of $R$.

\paragraph{Solution.} Take $\phi_1=\cos\theta\,g+\sin\theta\,u$, $\phi_2=-\sin\theta\,g+\cos\theta\,u$, with the origin at the bond midpoint and $z$ along the bond. The sum $\sum_i\langle r^2\rangle_i$ is a trace over the window and does not depend on $\theta$. Axial symmetry gives $\langle x\rangle_i=\langle y\rangle_i=0$, and parity gives $\langle g|z|g\rangle=\langle u|z|u\rangle=0$. With $d=\langle g|z|u\rangle$, $\langle z\rangle_{1}=2\sin\theta\cos\theta\,d=d\sin2\theta$ and $\langle z\rangle_2=-d\sin2\theta$, so the spatial part changes by $-2d^2\sin^22\theta$. For the energy spread put $p=\cos^2\theta$, $q=\sin^2\theta$, $p+q=1$. Because $g$ and $u$ are eigenfunctions of $\hat h$,
\begin{equation}
\Delta h_1^2=p\varepsilon_g^2+q\varepsilon_u^2-(p\varepsilon_g+q\varepsilon_u)^2
=pq\,\varepsilon_g^2+pq\,\varepsilon_u^2-2pq\,\varepsilon_g\varepsilon_u=pq\,\Delta^2,
\end{equation}
with $\Delta=\varepsilon_u-\varepsilon_g$, and the same for $\phi_2$. Since $2pq=\frac12\sin^22\theta$,
\begin{equation}
F(\theta)-F(0)=\sin^22\theta\,\big(\tfrac12w\Delta^2-2d^2\big).
\label{eq:F}
\end{equation}
The minimum is at $\theta=0$ if $2|d|<\sqrt w\,\Delta$ and at $\theta=\pi/4$ if $2|d|>\sqrt w\,\Delta$. In the second case write $a=(g+u)/\sqrt2$, $b=(g-u)/\sqrt2$ (the sign of $\phi_2$ is reversed). Then $d=\frac12(\langle z\rangle_a-\langle z\rangle_b)$, so $|d|\to R/2$ when $a$ and $b$ sit on the two atoms, while $\Delta$, set by tunnelling, goes to zero. The stretched molecule has atomic orbitalets for every finite $w$.

The weight is given the round value $w=1000$ bohr$^2/E_h^2$. At $R=2$ bohr, $2|d|=2.17$ bohr is below $\sqrt w\,\Delta=12.86$ bohr, so $\theta=0$, $\Delta E=0$ and $\Delta\varepsilon_g=-\kappa_{gg}/2=-0.207985\,E_h$. At $R=20$ bohr, $|d|=9.9977$ bohr and $\Delta=3.8\times10^{-10}E_h$, so $\theta=\pi/4$. That $\Delta$ depends on the Gaussian tails of the basis and is not a converged splitting. The program compares \eqref{eq:F} with $F$ evaluated from the integrals over a scan of $\theta$.

The two sides balance at $R^*=3.64$ bohr. (In aug-cc-pVQZ $R^*=3.66$ bohr, the jump given next is $0.0453\,E_h$, and at $R=2$ bohr $2|d|=2.16$ bohr and $\Delta\varepsilon_g=-0.2081\,E_h$.) There $\theta$ jumps, and $\Delta E$ jumps from zero to $0.0455\,E_h$ (1.24 eV). In this two-orbital window with the curvature \eqref{eq:losc} the potential curve is discontinuous, at a distance set by $w$, and nothing below is claimed for intermediate $R$. A later LOSC variant replaces $\kappa_{ij}$ by $s\sqrt{\kappa_{ii}\kappa_{jj}}+(1-s)\kappa_{ij}$, with $s$ growing from zero with $S_{ij}=\int|\phi_i||\phi_j|$. By \eqref{eq:pair} with $\kappa_{aa}=\kappa_{bb}$ this multiplies $\Delta E$ by $1-s$. At $R=20$ bohr $S_{ab}$ is of order $10^{-9}$ in this basis and $3\times10^{-6}$ once diffuse functions are added, since it is set by the orbital tails; it decays exponentially with $R$, so the limit $R\to\infty$ is unaffected.

The correction and its orbital-energy shifts have been constructed, and the orbitalets of H$_2^+$ have been shown to become atomic when the molecule is stretched. It remains to find the corrected energy and levels at large $R$, to examine size consistency, and to compare the levels with exact removal and addition energies.

All numerical values are calculated from the stated model.
